\section*{Radiative-to-Auger crossover in n-type silicon with its finite-injection correction}

\section{Two lifetimes that change order}

In a model of n-type silicon at 300 K, a doping of $10^{16}\ \mathrm{cm^{-3}}$ gives a radiative lifetime of 21.28 ms and an Auger lifetime of 35.71 ms. At $10^{17}\ \mathrm{cm^{-3}}$ the two are 2.128 ms and 0.3571 ms. Radiative recombination was the faster channel and is now the slower one. A second fact concerns the place where they change order. With $10^{15}\ \mathrm{cm^{-3}}$ of added electron-hole pairs held fixed, the crossover doping is lower than its low-injection value by a certain amount. If the same density is only the start of a decaying pulse, and all events are counted, the crossover moves by half that amount.

The first fact follows from the leading term of an expansion in the added density divided by the doping, and the second from its first correction.

Let $N$ be the density of ionized donors and $\Delta$ the density of added pairs, both uniform in space. The electron and hole densities are
\begin{equation}
n=n_0+\Delta,\qquad p=p_0+\Delta,\qquad n_0p_0=n_i^2 ,
\end{equation}
where the subscript 0 marks equilibrium and $n_i$ is the intrinsic density. Charge neutrality gives $n_0=N+p_0$. Low injection means $p_0\ll\Delta\ll N$ here. The coefficients are
\begin{equation}
B=4.7\times10^{-15}\ \mathrm{cm^3/s},\qquad
C_n=2.8\times10^{-31}\ \mathrm{cm^6/s}.
\end{equation}
They are held constant until Section 5. The coefficient $C_n$ describes two electrons meeting one hole: one electron recombines and the other takes the energy. The process with two holes and one electron has the coefficient $C_p$, for which a rough value of $1.0\times10^{-31}\ \mathrm{cm^6/s}$ is used.

\section{Net rates and the leading term}

By mass action, the gross radiative rate per volume is $Bnp$. The reverse process is the creation of pairs by thermal radiation. Its rate $G$ does not depend on the carrier densities as long as the bands are nearly empty of carriers. In equilibrium the two must balance, so $G=Bn_0p_0=Bn_i^2$, and the net rate is
\begin{equation}
R_{\rm rad}=B(np-n_i^2).
\end{equation}

The gross Auger rate with two electrons is $C_nn^2p$. Its reverse is impact ionization, in which one energetic electron creates a pair. That rate is proportional to $n$; call it $\beta n$. Equilibrium requires $\beta n_0=C_nn_0^2p_0$, hence $\beta=C_nn_i^2$. The net rate of this process is
\begin{equation}
C_nn^2p-C_nn_i^2n=C_nn(np-n_i^2).
\end{equation}
Exchanging the roles of electrons and holes gives $C_pp(np-n_i^2)$ for the other process. Together,
\begin{equation}
R_{\rm Aug}=(C_nn+C_pp)(np-n_i^2).
\end{equation}
The factor $np-n_i^2$ measures the distance from equilibrium. It is common to both channels and cancels in their ratio:
\begin{equation}
\rho\equiv\frac{R_{\rm Aug}}{R_{\rm rad}}=\frac{C_nn+C_pp}{B}.
\label{ratio}
\end{equation}
At low injection $n\approx N$, and $p$ is negligible beside it, so $\rho\approx C_nN/B$. The rates are equal at
\begin{equation}
N_*=\frac{B}{C_n}
=\frac{4.7\times10^{-15}}{2.8\times10^{-31}}\ \mathrm{cm^{-3}}
=1.68\times10^{16}\ \mathrm{cm^{-3}},
\label{nstar}
\end{equation}
or $1.68\times10^{22}\ \mathrm{m^{-3}}$. The ratio increases with $N$, so Auger recombination is the faster channel above $N_*$. This answer belongs to constant coefficients. In real silicon near this doping the Auger coefficient is larger than the value used here, which suits heavy doping, and the crossover lies lower by a factor of order ten; published fits of the Auger coefficient differ and give roughly 5 to 13. Section 5 suggests the reason with a model of a single pair.

The lifetimes follow from
\begin{align}
np-n_i^2&=(n_0+\Delta)(p_0+\Delta)-n_0p_0\nonumber\\
&=\Delta(n_0+p_0+\Delta)\approx N\Delta .
\label{excess}
\end{align}
Thus $R_{\rm rad}\approx BN\Delta$ and $R_{\rm Aug}\approx C_nN^2\Delta$. Each is proportional to $\Delta$, so each channel alone would give an exponential decay, with
\begin{equation}
\tau_{\rm rad}=\frac1{BN},\qquad
\tau_{\rm Aug}=\frac1{C_nN^2}.
\end{equation}
A tenfold increase of doping shortens the first by ten and the second by a hundred, which is why their order changes. Putting $N=B/C_n$ into either expression gives
\begin{equation}
\tau_*=\frac{C_n}{B^2}
=\frac{2.8\times10^{-31}}{(4.7\times10^{-15})^2}\ \mathrm{s}
=12.68\ \mathrm{ms}.
\end{equation}
Rates add, so the combined lifetime at $N_*$ is $\tau_*/2=6.34$ ms. For $\Delta=10^{13}\ \mathrm{cm^{-3}}$, each channel removes $10^{13}/(12.68\times10^{-3})=7.89\times10^{14}$ pairs per cubic centimetre per second.

The crossover is gradual. The Auger share of the two channels is
\begin{equation}
f=\frac{C_nN^2}{BN+C_nN^2}=\frac{N}{N+N_*},
\end{equation}
where numerator and denominator were divided by $C_nN$. The share is 37.3\% at $10^{16}$ and 85.6\% at $10^{17}\ \mathrm{cm^{-3}}$. It rises from one tenth to nine tenths between $N_*/9$ and $9N_*$, so near $N_*$ neither channel may be dropped from a lifetime calculation.

\section{The first correction at fixed excess}

Now keep $\Delta$ in the ratio. With $n=N+p_0+\Delta$ and $p=p_0+\Delta$, the condition $\rho=1$ reads
\begin{equation}
C_n(N+p_0+\Delta)+C_p(p_0+\Delta)=B .
\end{equation}
Divide by $C_n$ and define $a=1+C_p/C_n$:
\begin{equation}
N+a(p_0+\Delta)=N_* .
\end{equation}
With a rough $n_i=10^{10}\ \mathrm{cm^{-3}}$, the equilibrium hole density near the crossover is $p_0\approx n_i^2/N_*\approx6\times10^{3}\ \mathrm{cm^{-3}}$, negligible beside any $\Delta$ considered here. Therefore
\begin{equation}
N_{\rm fixed}=N_*-a\Delta .
\label{fixed}
\end{equation}
The sign is negative because added pairs supply some of the carriers that would otherwise have to come from donors. The 1 in $a$ is the added electron acting as the second electron of the Auger event; the term $C_p/C_n$ is the added hole acting as the second hole.

For the example $a=1+1.0/2.8=1.357$. With $\Delta=10^{15}\ \mathrm{cm^{-3}}$ held fixed,
\begin{equation}
N_{\rm fixed}=(1.679-0.136)\times10^{16}\ \mathrm{cm^{-3}}
=1.543\times10^{16}\ \mathrm{cm^{-3}} .
\end{equation}
This is 8\% below $N_*$. For $\Delta=10^{13}\ \mathrm{cm^{-3}}$ the displacement is a hundred times smaller, so the leading term is then sufficient.

The decay rate itself is more sensitive. Neglecting $p_0$, equations (\ref{ratio}) and (\ref{excess}) give
\begin{equation}
\frac{R_{\rm rad}+R_{\rm Aug}}{\Delta}
=(N+\Delta)(B+C_nN+aC_n\Delta).
\end{equation}
At $N=N_*$, where $C_nN_*=B$, this becomes
\begin{align}
\frac{R_{\rm rad}+R_{\rm Aug}}{\Delta}
&=2BN_*\left(1+\frac{\Delta}{N_*}\right)
\left(1+\frac{a\Delta}{2N_*}\right)\nonumber\\
&\approx2BN_*\left[1+\left(1+\frac a2\right)
\frac{\Delta}{N_*}\right].
\end{align}
For $\Delta=10^{15}\ \mathrm{cm^{-3}}$ the correction is $1.68\times0.060$, or about 10\%. Part of it comes from the factor $N+\Delta$, which speeds up both channels equally and so does not enter the crossover.

Equation (\ref{fixed}) also contains a second limit. In undoped material $N=0$ and the two densities are nearly equal to $\Delta$. The radiative rate is then $B\Delta^2$ and the Auger rate $(C_n+C_p)\Delta^3$. They are equal at
\begin{equation}
\Delta_*=\frac{B}{C_n+C_p}=\frac{N_*}{a}
=1.237\times10^{16}\ \mathrm{cm^{-3}} .
\end{equation}
The straight line $N+a\Delta=N_*$ joins the low-injection limit to this high-injection limit. The rates are no longer linear in $\Delta$ there, and a single exponential lifetime no longer describes the decay.

\section{The first correction for a decaying pulse}

Let the pulse start at $\Delta_0$ and decay through the two channels. During a time $dt$ the excess changes by $d\Delta=-(R_{\rm rad}+R_{\rm Aug})dt$. The number of radiative events per volume is therefore
\begin{equation}
\int_0^\infty R_{\rm rad}\,dt
=\int_0^{\Delta_0}\frac{R_{\rm rad}}{R_{\rm rad}+R_{\rm Aug}}\,d\Delta
=\int_0^{\Delta_0}\frac{d\Delta}{1+\rho}.
\end{equation}
The minus sign was absorbed by reversing the limits. All $\Delta_0$ pairs are lost in the end, so equal counts mean that this integral is $\Delta_0/2$.

Neglecting $p_0$, the ratio is $\rho=(N+a\Delta)/N_*$, and the integral can be done:
\begin{align}
\frac{\Delta_0}{2}
&=\int_0^{\Delta_0}\frac{N_*\,d\Delta}{N_*+N+a\Delta}\nonumber\\
&=\frac{N_*}{a}\ln\frac{N_*+N+a\Delta_0}{N_*+N}.
\end{align}
Define $h=a\Delta_0/(2N_*)$. Multiplying by $a/N_*$ and taking the exponential gives
\begin{equation}
1+\frac{2hN_*}{N_*+N}=e^h .
\end{equation}
Solving for $N$,
\begin{equation}
N_{\rm pulse}=N_*\left(\frac{2h}{e^h-1}-1\right).
\end{equation}
For small $h$, $e^h-1=h(1+h/2+h^2/6+\dots)$. The reciprocal of the bracket is $1-h/2+(h^2/4-h^2/6)+\dots=1-h/2+h^2/12+\dots$, so
\begin{equation}
N_{\rm pulse}=N_*\left(1-h+\frac{h^2}{6}+\dots\right)
\approx N_*-\frac{a\Delta_0}{2}.
\label{pulse}
\end{equation}

This is the factor of one half. Near the crossover each channel takes about half of the pairs at every stage of the decay. Each pair disappears once, so the events are spread evenly over the values of $\Delta$ from $\Delta_0$ to zero, and their mean is $\Delta_0/2$. An average over time would be different, because the pulse spends a long time at small $\Delta$, where few events happen.

For $\Delta_0=10^{15}\ \mathrm{cm^{-3}}$, $h=1.357\times10^{15}/(3.357\times10^{16})=0.040$. The first correction gives
\begin{equation}
N_{\rm pulse}\approx(1.679-0.068)\times10^{16}\ \mathrm{cm^{-3}}
=1.611\times10^{16}\ \mathrm{cm^{-3}} .
\end{equation}
The next term, $h^2/6$, is only $0.03\%$ of $N_*$. As a test, the decay was integrated numerically from the gross forward and reverse rates, the events were counted, and the doping was varied until the counts agreed. This gave $1.611\times10^{16}\ \mathrm{cm^{-3}}$ for the same pulse, and $1.678\times10^{16}\ \mathrm{cm^{-3}}$ for a pulse starting at $10^{13}\ \mathrm{cm^{-3}}$.

\section{Why real silicon crosses over earlier}

With constant coefficients and $10^{15}$ added pairs per cubic centimetre, the injection correction is 4\% for a pulse and 8\% at fixed excess. The assumption of a constant $C_n$ costs much more. Electrons and holes attract each other, so they are found close together more often than independent particles would be. Recombination needs them close together.

The size of this effect can be found for one pair. Let $k$ be the wave number of relative motion, $r$ the separation and $\varrho=kr$. The radial function $u$ of the $s$ wave, the one wave that does not vanish at contact, obeys
\begin{equation}
u''+\left(1+\frac{2\eta}{\varrho}\right)u=0,\qquad
\eta^2=\frac{E_{\rm pair}}{E}.
\end{equation}
Here $E$ is the relative kinetic energy and $E_{\rm pair}$ the pair Rydberg. Without attraction, the solution with unit slope at the origin is $\sin\varrho$, of amplitude 1. With attraction, unit slope leads to a far amplitude $A$. Rescaling to amplitude 1 multiplies the contact probability by $S=1/A^2$.

Substituting $u=\varrho e^{i\varrho}w$ and $z=-2i\varrho$ turns the equation into $zw_{zz}+(2-z)w_z-(1-i\eta)w=0$. Its regular solution is the confluent hypergeometric function $M(1-i\eta,2,z)$. At large $|z|$, with $z=2\varrho e^{-i\pi/2}$, the standard asymptotic form of this function is
\begin{equation}
M(1-i\eta,2,z)\approx
\frac{e^{-i\pi(1-i\eta)}z^{-1+i\eta}}{\Gamma(1+i\eta)}
+\frac{e^{z}z^{-1-i\eta}}{\Gamma(1-i\eta)} .
\end{equation}
Here $|z^{-1\pm i\eta}|=e^{\pm\pi\eta/2}/(2\varrho)$ and $|e^{-i\pi(1-i\eta)}|=e^{-\pi\eta}$. After multiplication by $\varrho e^{i\varrho}$ the two terms make $u$ a sum of two complex-conjugate waves, each of magnitude $e^{-\pi\eta/2}/(2|\Gamma(1+i\eta)|)$. Hence $A=e^{-\pi\eta/2}/|\Gamma(1+i\eta)|$. With $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$,
\begin{equation}
S=e^{\pi\eta}\frac{\pi\eta}{\sinh\pi\eta}
=\frac{2\pi\eta}{1-e^{-2\pi\eta}} .
\end{equation}

For a rough reduced mass of 0.16 electron masses and a relative permittivity of 11.7, $E_{\rm pair}=15.9$ meV, while $k_BT=25.85$ meV. Averaging $S$ over the thermal distribution of $E$ gives 5.6 for unbound pairs. The attraction also has bound states, with energies $-E_{\rm pair}/m^2$ for $m=1,2,\dots$. In thermal equilibrium at low density they add
\begin{equation}
\frac1\pi\left(\frac{4\pi E_{\rm pair}}{k_BT}\right)^{3/2}
\sum_{m=1}^{\infty}\frac{e^{E_{\rm pair}/(m^2k_BT)}}{m^3}
\approx14.2
\end{equation}
to the contact factor, which makes the total about 20. This value is sensitive to the rough mass: it is about 14 for 0.125 and about 29 for 0.20 electron masses. An Auger event brings two electrons to one hole. Each is attracted by the hole, but they repel each other, so the three-particle enhancement does not follow from the pair result. Let $g$ be the factor by which the Auger coefficient at low doping exceeds the heavy-doping value $C_n$. A rough $g=10$ is assumed below.

Other carriers screen the attraction. The classical screening length is 31.6 nm at $N_*$, much longer than the pair radius of 3.9 nm. Solving the pair equation with an exponentially screened attraction gives a total contact factor of about 17 there, so most of the enhancement survives. At $10^{19}\ \mathrm{cm^{-3}}$ the length is 1.3 nm, shorter than the pair radius. In this model the bound states are gone and the factor falls to about 3. That value is only indicative: a sphere of radius 1.3 nm holds about 0.1 carrier and the carriers are 4.6 nm apart, so linear screening is outside its range there. A length of 3 to 4.6 nm would give a factor of 6 to 9. For pairs, the enhancement near $N_*$ is thus some two to five times that at heavy doping, which suggests why a coefficient suited to heavy doping is too small near $N_*$. The value of $B$ is taken as a low-density one that already contains its own pair enhancement, so it is not multiplied again. In the same pair model, screening lowers this $B$ by about 14\% at $N_*$ and by about 5\% at $1.7\times10^{15}\ \mathrm{cm^{-3}}$. The crossover falls by a similar fraction, which at $N_*$ is more than the injection corrections above; this is left out of the numbers below.

Light can also be reabsorbed and create a new pair. If a fraction $r_{\rm a}$ of the photons does so, the net radiative coefficient is $(1-r_{\rm a})B$. The leading crossover becomes
\begin{equation}
N_{\rm cross}=\frac{(1-r_{\rm a})B}{gC_n}.
\end{equation}
With $g=10$ and no reabsorption it is $1.7\times10^{15}\ \mathrm{cm^{-3}}$. With $r_{\rm a}=0.5$ and $g=1$ it is $8.4\times10^{15}\ \mathrm{cm^{-3}}$, and with both it is $8\times10^{14}\ \mathrm{cm^{-3}}$. These values require an added density far below the crossover doping. With $g=10$ for both Auger processes, $10^{15}$ pairs per cubic centimetre held fixed would lower the crossover by 81\%, so the small shifts found in Sections 3 and 4 for that density belong to the constant-coefficient model. The reabsorbed fraction depends on the thickness and surfaces of the wafer; 0.5 is an assumed value. Since $g$ itself depends on density, a finer estimate would solve $N g(N)=(1-r_{\rm a})B/C_n$.

\section{The estimate beside a real wafer}

The dopings discussed here lie in the range of ordinary silicon wafers, and the two given coefficients are of the usual size for silicon at 300 K. Among the single changes tried here, the one that matters most for the crossover is in the Auger coefficient: the assumed tenfold enhancement moves the crossover from $1.7\times10^{16}$ to roughly $2\times10^{15}\ \mathrm{cm^{-3}}$. The intrinsic lifetimes of many milliseconds are also long beside a rough defect lifetime of 1 ms. In the constant-coefficient model at $N_*$, defects with that lifetime would take
\begin{equation}
\frac{1/1.0}{1/1.0+2/12.68}=86\%
\end{equation}
of all events. They leave the ratio of the other two channels unchanged at a given $n$ and $p$, but they hide the crossover in a measurement of the total lifetime.

Smaller effects can be sized in the same way. Because $N_*$ is proportional to $B$, an assumed 20\% fall of $B$ in a warm device, with $C_n$ held fixed, lowers the crossover to $1.34\times10^{16}\ \mathrm{cm^{-3}}$. Donors with a single level 45 meV below the conduction band, holding one electron of either spin, are 0.68\% neutral at $N_*$. Real silicon donors have ten more states roughly 12 meV higher, which raise the neutral share to about 3\%. Still higher, weakly bound states are left out of this estimate; the next shell, counted without screening, would bring the share to about 6\%. The donor density is higher than the electron density by the same small amount. The departure from Boltzmann statistics is 0.021\%. These last two are far below the uncertainty of the coefficients.

The value $1.7\times10^{16}\ \mathrm{cm^{-3}}$ is therefore the right reading of the two given coefficients at low injection. For choosing the doping of a real device at 300 K or somewhat warmer it serves as an upper estimate, apart from a correction of a few percent for neutral donors. In a cold device $B$ is larger, and the estimate must be made anew. Injection, the Auger enhancement, reabsorption and the assumed fall of $B$ all lower it, while neutral donors raise the required donor density by a few percent. The numerical output lists the main values used.

\section*{Table of computed values}
\begin{verbatim}
B = 4.7e-15 cm^3/s
Cn = 2.8e-31 cm^6/s
Cp (rough) = 1.0e-31 cm^6/s
ni (rough) = 1.0e+10 cm^-3
temperature = 300 K, kT = 25.85 meV
low excess density = 1.0e+13 cm^-3
crossover B/Cn = 1.679e+16 cm^-3
same crossover = 1.679e+22 m^-3
crossover from counted events = 1.678e+16 cm^-3
each lifetime at crossover = 12.68 ms
combined lifetime, formula = 6.338 ms
combined lifetime, pulse = 6.338 ms
each rate at crossover = 7.89e+14 cm^-3 s^-1
doping cm^-3 | tau_rad ms | tau_Aug ms | Auger share %
1e+15 | 212.8 | 3571 | 5.6
1e+16 | 21.28 | 35.71 | 37.3
1e+17 | 2.128 | 0.3571 | 85.6
1e+18 | 0.2128 | 0.003571 | 98.3
-- neglected effects, rough inputs --
larger excess density = 1.0e+15 cm^-3
crossover at that fixed excess = 1.543e+16 cm^-3
crossover for a pulse from it = 1.611e+16 cm^-3
undoped: crossover excess = 1.237e+16 cm^-3
assumed Auger enhancement g = 10
crossover with g = 1.68e+15 cm^-3
assumed reabsorbed photon fraction = 0.50
crossover with reabsorption = 8.39e+15 cm^-3
crossover with both = 8.39e+14 cm^-3
assumed fall of B when warm = 20 %
crossover with that fall = 1.34e+16 cm^-3
relative permittivity = 11.7
pair reduced mass = 0.16 electron masses
pair Rydberg = 15.9 meV
pair radius = 3.9 nm
thermal mean pair contact factor = 5.6
screening length at crossover = 31.6 nm
heavy doping for comparison = 1e+19 cm^-3
screening length there = 1.3 nm
conduction-band density Nc = 2.8e+19 cm^-3
donor depth = 45 meV
neutral donors at crossover = 0.68 %
degeneracy correction = 0.021 %
assumed defect lifetime = 1.0 ms
defect share of all events = 86 %
\end{verbatim}
